\section*{Histogram reweighting as maximum likelihood, and its binless MBAR limit}

\section{Four runs and four answers}

A model binary alloy is simulated at 700 and 900 K, at two values of the chemical-potential difference. The composition is wanted at 800 K, at a value between the two. Each run can be extrapolated to the new state by itself. In the example below, this gives the B fractions 0.683, 0.655, 0.676 and 0.683. A plain average would give the poorest extrapolation the same vote as the best, and choosing one run would discard three quarters of the data.

The four runs share one unknown: the number of states at each energy and composition. Estimating that quantity from all the data settles how the runs must be combined.

\section{The common density of states}

Let the alloy have a fixed number $M$ of sites, $N$ of them occupied by B atoms, and potential energy $E$. Run $k$ has temperature $T_k$ and chemical-potential difference $\mu_k$ (B minus A). In the algebra we use atomic units with $k_B=1$, so $\beta_k=1/T_k$. A classical configuration has the weight
\begin{equation}
q_k(E,N)=e^{-a_k(E,N)},\qquad a_k=\beta_k(E-\mu_kN).
\end{equation}
The momenta have been integrated out. If the masses differ, this leaves a factor of the form $c^N$ at each temperature, which is absorbed in $\mu_k$.

Divide the $(E,N)$ plane into bins $b$, keeping $N$ integer, and evaluate $q_k$ at the bin centre. Let $\Omega_b$ be the total configurational weight in bin $b$. With $q_k$ treated as constant within a bin, the probability of bin $b$ in run $k$ is
\begin{equation}
p_{kb}=\frac{\Omega_b q_{kb}}{Z_k},\qquad Z_k=\sum_b\Omega_b q_{kb}.
\label{prob}
\end{equation}
The run enters through the known $q_{kb}$; $\Omega_b$ is the same for all runs. This requires the same $M$, the same interatomic potential and the same volume constraint throughout. A common factor in $\Omega$ cancels in $p_{kb}$, so the data can determine only ratios of $\Omega_b$.

\section{The likelihood and its maximum}

Run $k$ supplies $n_k$ samples, of which $H_{kb}$ fall in bin $b$. We assume that they are independent; a correlated trajectory can be thinned until this holds approximately. The counts are then multinomial, and with $C$ independent of $\Omega$,
\begin{equation}
\ln L=C+\sum_{k,b}H_{kb}\left(\ln\Omega_b-a_{kb}-\ln Z_k\right).
\end{equation}
Define the pooled count $H_b=\sum_kH_{kb}$ and use $\sum_bH_{kb}=n_k$:
\begin{equation}
\ln L=C'+\sum_bH_b\ln\Omega_b-\sum_kn_k\ln Z_k,
\label{like}
\end{equation}
where $C'=C-\sum_{k,b}H_{kb}a_{kb}$. Once the $n_k$ are known, it does not matter for $\Omega$ which run produced which sample.

From (\ref{prob}), $\partial\ln Z_k/\partial\ln\Omega_b=\Omega_bq_{kb}/Z_k=p_{kb}$. Stationarity therefore reads
\begin{equation}
0=\frac{\partial\ln L}{\partial\ln\Omega_b}=H_b-\sum_kn_kp_{kb}.
\end{equation}
The observed pooled count in every bin equals its expected value. Inserting $p_{kb}$ and solving for $\Omega_b$ gives the multiple-histogram equations,
\begin{equation}
\boxed{\;\Omega_b=\frac{H_b}{\sum_kn_kq_{kb}/Z_k},\qquad Z_k=\sum_b\Omega_bq_{kb}.\;}
\label{wham}
\end{equation}
For an empty bin the derivative is $-\sum_kn_kp_{kb}<0$, so the likelihood rises until $\Omega_b=0$. This means that the data contain no evidence for the bin, not that its states are absent.

\subsection*{Existence and uniqueness}

Keep the occupied bins, set $s_b=\ln\Omega_b$, and move along $s+tv$. Differentiating $\ln Z_k$ twice gives the variance of $v$ in the distribution $p_{kb}$:
\begin{equation}
\frac{d^2\ln L}{dt^2}=-\sum_kn_k\left[\sum_bp_{kb}v_b^2-\Big(\sum_bp_{kb}v_b\Big)^2\right]\le0 .
\end{equation}
Since every $q_{kb}$ is positive, equality requires $v$ to be constant over the bins, which is the undetermined common factor. For large $t$ the largest $v_b$ dominates each $Z_k$, and the slope tends to
\begin{equation}
\sum_bH_bv_b-\sum_kn_k\,v_{\max}=\sum_bH_b(v_b-v_{\max})<0
\end{equation}
for non-constant $v$. A concave function that finally falls in every such direction has a maximum. The solution of (\ref{wham}) thus exists and is unique up to the common factor, even if the histograms do not overlap. Its precision depends on the overlap and on the number of samples.

\subsection*{How the runs are weighted}

Run $k$ alone would suggest $\Omega_b^{(k)}=H_{kb}Z_k/(n_kq_{kb})$. Define the share of run $k$ in the denominator of (\ref{wham}),
\begin{equation}
r_{kb}=\frac{n_kq_{kb}/Z_k}{\sum_jn_jq_{jb}/Z_j},\qquad\sum_kr_{kb}=1 .
\end{equation}
Multiplying out, $r_{kb}\Omega_b^{(k)}=H_{kb}/\sum_j(n_jq_{jb}/Z_j)$, and the sum over $k$ is $\Omega_b$. The combined estimate is an average of the single-run estimates, in which a run counts in proportion to the samples it is expected to place in that bin.

\section{One run}

For $K=1$, equation (\ref{wham}) becomes $\Omega_b=H_bZ_1/(n_1q_{1b})$. The condition on $Z_1$ is then an identity, because $\sum_bH_b=n_1$; $Z_1$ is the free common factor. At a target state $t$ it cancels:
\begin{equation}
\langle X\rangle_t=\frac{\sum_b\Omega_bq_{tb}X_b}{\sum_b\Omega_bq_{tb}}
=\frac{\sum_bH_bw_bX_b}{\sum_bH_bw_b},
\end{equation}
with
\begin{equation}
w_b=\frac{q_{tb}}{q_{1b}}=\exp\left[-(\beta_t-\beta_1)E_b+(\beta_t\mu_t-\beta_1\mu_1)N_b\right].
\end{equation}
This is single-histogram reweighting in energy and composition together. A change of temperature at fixed $\mu\ne0$ also changes the coefficient of $N$. If $t$ equals the simulated state, $w_b=1$ and the ordinary average returns. Far from it, a few samples in the tail carry most of the weight. A useful index over individual samples $s$ is $(\sum_sw_s)^2/\sum_sw_s^2$, which equals $n_1$ for equal weights and 1 when one sample dominates.

\section{Eliminating the density of states}

Equations (\ref{wham}) can be reduced to $K$ unknowns. For $Z>0$,
\begin{equation}
-\ln Z=\max_f\left(f-e^fZ+1\right).
\end{equation}
The derivative $1-e^fZ$ vanishes at $f=-\ln Z$, the second derivative is negative, and the value there is $-\ln Z-1+1$. Use this for each term of (\ref{like}). Maximizing $\ln L$ over $\Omega$ is then the same as maximizing
\begin{equation}
J=C'+\sum_bH_b\ln\Omega_b+\sum_kn_k\Big(f_k-e^{f_k}\sum_b\Omega_bq_{kb}+1\Big)
\end{equation}
over $\Omega$ and $f$, in either order. Take $\Omega$ first. Setting $\partial J/\partial\Omega_b=0$ gives
\begin{equation}
\Omega_b=\frac{H_b}{D_b},\qquad D_b=\sum_kn_ke^{f_k}q_{kb}.
\end{equation}
Then $\sum_b\Omega_bD_b=\sum_bH_b=\sum_kn_k$, which cancels the sum of the $+1$ terms. What remains is $J=\text{const}-\Gamma$, with
\begin{equation}
\Gamma(f)=\sum_bH_b\ln D_b-\sum_kn_kf_k .
\label{gamma}
\end{equation}
The likelihood is largest where $\Gamma$ is smallest. Its derivative is
\begin{equation}
\frac{\partial\Gamma}{\partial f_k}=n_ke^{f_k}\sum_b\frac{H_bq_{kb}}{D_b}-n_k=0
\;\Rightarrow\; e^{-f_k}=\sum_b\frac{H_bq_{kb}}{D_b},
\label{fb}
\end{equation}
which is $Z_k=\sum_b\Omega_bq_{kb}$ again. Adding one constant to all $f_k$ leaves $\Gamma$ unchanged, so we fix $f_0=0$ for one run, labelled 0.

\section{The binless limit}

Let sample $s$ have the values $x_s=(E_s,N_s)$, and let $\bar x_s$ be the same point with $E_s$ replaced by the centre of its bin. For any function $G$,
\begin{equation}
\sum_bH_bG_b=\sum_sG(\bar x_s),
\end{equation}
because each sample contributes one count. The binned equations are therefore sample equations with rounded energies. For bins of width $w$ the rounding is at most $w/2$, and as $w\to0$ the function (\ref{gamma}) tends to
\begin{equation}
\Gamma(f)=\sum_s\ln\sum_kn_ke^{f_k-a_k(x_s)}-\sum_kn_kf_k .
\end{equation}
Its second-derivative matrix is
\begin{equation}
A_{kl}=\sum_s\left[r_k(x_s)\delta_{kl}-r_k(x_s)r_l(x_s)\right],
\label{A}
\end{equation}
where $r_k(x)=n_ke^{f_k}q_k(x)/D(x)$. The form $v^TAv$ is a sum of variances of $v_k$ with probabilities $r_k>0$, so it vanishes only for constant $v$. With $f_0$ fixed, $A$ is positive definite, and the minimizer moves continuously with the sample energies. The limit of the binned solution is thus the solution of the limiting equations. Putting $e^{f_k}=1/Z_k$ in (\ref{fb}),
\begin{equation}
\boxed{\;Z_i=\sum_s\frac{q_i(x_s)}{\sum_kn_kq_k(x_s)/Z_k}.\;}
\label{mbar}
\end{equation}
These are the MBAR equations. If the energies are discrete and each level lies at the centre of its own bin, $\bar x_s=x_s$ and the two methods agree without a limit.

The density of states has become a set of point masses, $1/D(x_s)$ at each sample. A smooth density maximizing the continuum likelihood does not exist: narrow peaks of fixed weight and width $\epsilon$ at the samples keep the $Z_k$ finite while the density there grows as $1/\epsilon$, so $\ln L$ has no upper bound. Integrals over the density are estimated, not its value at a point. For a target state,
\begin{equation}
Z_t=\sum_s\frac{q_t(x_s)}{D(x_s)},\qquad
\langle X\rangle_t=\frac1{Z_t}\sum_s\frac{q_t(x_s)}{D(x_s)}X_s .
\label{target}
\end{equation}

\section{Two runs: Bennett's equation}

For runs 1 and 2, (\ref{mbar}) says $\sum_sr_2(x_s)=n_2$, the sum covering both data sets. Subtract the part from run 2 and use $1-r_2=r_1$:
\begin{equation}
\sum_{s\in1}r_2(x_s)=\sum_{s\in2}r_1(x_s),\quad
r_2=\frac1{1+\frac{n_1}{n_2}e^{-(f_2-f_1)+a_2-a_1}} .
\end{equation}
This is Bennett's acceptance-ratio equation. As $f_2-f_1$ runs from $-\infty$ to $\infty$, the left side rises from 0 to $n_1$ and the right side falls from $n_2$ to 0. There is one root, whatever the overlap.

\section{Statistical errors}

Let $g_k=\sum_sr_k(x_s)-n_k$ be the gradient of $\Gamma$ at the true $f$. For many samples the estimate is displaced by a small $\delta f$ with $g+A\,\delta f=0$. We need the covariance of $g$. Let $\langle\cdot\rangle_i$ be the average in state $i$. Since $n_ie^{f_i}q_i=r_iD$,
\begin{equation}
n_i\langle G\rangle_i=\int\Omega\,D\,r_iG=\sum_jn_j\langle r_iG\rangle_j ,
\label{id}
\end{equation}
where the integral includes the sum over $N$. With $G=1$ this gives $\sum_jn_j\langle r_i\rangle_j=n_i$, so $g$ has zero mean. Define $B_{kl}=\sum_jn_j\langle r_kr_l\rangle_j$ and let $\mathbf n$ be the diagonal matrix of the $n_k$. The expected value of (\ref{A}) is $A=\mathbf n-B$, and (\ref{id}) with $G=r_k$ gives $n_i\langle r_k\rangle_i=B_{ik}$. For independent samples,
\begin{align}
\mathrm{cov}(g)_{kl}&=\sum_in_i\left(\langle r_kr_l\rangle_i-\langle r_k\rangle_i\langle r_l\rangle_i\right)
=(B-B\mathbf n^{-1}B)_{kl},\\
\mathrm{cov}(g)&=\mathbf n-A-(\mathbf n-A)\mathbf n^{-1}(\mathbf n-A)
=A-A\mathbf n^{-1}A .
\end{align}
Let $A^+$ be the pseudo-inverse. A difference of $f$ values is $c^Tf$ with $\sum_kc_k=0$; such a $c$ is orthogonal to the null vector of $A$, so $A^+Ac=c$. Hence
\begin{equation}
\mathrm{var}(c^Tf)=c^TA^+(A-A\mathbf n^{-1}A)A^+c=c^T(A^+-\mathbf n^{-1})c .
\label{var}
\end{equation}
For two runs, put $S=\sum_sr_1r_2$. Then $A=S\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$, and
\begin{equation}
\mathrm{var}(f_2-f_1)=\frac1S-\frac1{n_1}-\frac1{n_2}.
\end{equation}
For identical states $r_k=n_k/(n_1+n_2)$, so $1/S=1/n_1+1/n_2$ and the variance is zero, as it must be. As overlap disappears, $S\to0$ and the formula diverges. The linearization has then failed, and the large value is a warning rather than an error bar.

\section{Worked example}

The model is a $4\times4$ periodic square lattice with 0.04 eV per unlike nearest-neighbour bond. Each atom also has three classical harmonic coordinates, equally stiff for A and B. These parameters represent no particular material. The vibrations make $E$ continuous and multiply every $Z$ by a power of $T$ that does not depend on $N$. All 65536 occupations can be enumerated, so the model's reference values carry no sampling error. Four runs, at 700 and 900 K with $\mu=0$ and 0.02 eV, supply 2000 independent draws each. Spreads and rms errors come from 300 repeated data sets.

\subsection*{Density of states}

The vibrational energy is independent of the occupation, so the lattice levels can be analysed by themselves. Of 80 levels, 64 were visited. A finite-difference test confirms the stationary point: the largest slope of $\ln L$ is about $10^{-6}$ at the estimate and 49 at the true degeneracies. The likelihood prefers the estimate to the truth, by 43.6 in $\ln L$, because the estimate also fits the noise.

One B atom can occupy 16 sites; relative to pure A, the estimated degeneracy is 16.9. For 16 unlike bonds and $N=8$ it is 3377 instead of 4356. The logarithmic error is $\ln(3377/4356)=-0.255$, or $0.255/0.136=1.9$ spreads. This is the largest deviation among the estimates from these four runs for which the output lists a spread or rms error. They include only these two degeneracy ratios; other levels can deviate more.

\subsection*{Bin width and error formula}

For the continuous energies, with bin edges at integer multiples of the width, the largest difference between binned and binless $f_k-f_0$ is 0.036 at a width of 0.8 eV, 0.007 at 0.4 eV and $6\times10^{-7}$ at 0.0001 eV. The statistical error of $f_k-f_0$ itself is about 0.02. The widest bins therefore do visible harm, while at 0.4 eV the binning error is already the smaller one. These numbers apply to this model, these temperatures and this placement of the bin edges; another system needs its own test of the bin width.

Between the two runs at $\mu=0$, the four-run estimate is $-7.436$ against $-7.419$ from enumeration. Formula (\ref{var}) gives an error of 0.0176, and the repeated data sets spread by 0.0171. Bennett's equation with these two runs alone has an error of 0.0230, so the other two runs help to fix a difference between states at which they were not performed.

A pair at 300 and 1800 K shows the opposite case. The highest cold energy is 1.12 eV and the lowest hot energy 2.29 eV. A root exists, $-55.0$, but the true value is $-49.5$. The formal error, about 6000, signals the breakdown.

\subsection*{The state at 800 K}

At $\mu=0.01$ eV the combined B fraction is 0.677, against 0.678 from enumeration. Its rms error is 0.0033; the best single run has 0.0070 and the worst 0.0153. For the mean energy the combined rms error is 0.0048 eV and the best single one 0.0110 eV. Four times as many independent samples from the best run would halve its error. Each rms error, taken from 300 data sets, is itself uncertain by about $1/\sqrt{600}$, or 4\%. In this example the combination does about as well: it reduces the best single-run error by a factor of $0.0070/0.0033=2.1$ for the composition and $0.0110/0.0048=2.3$ for the energy.

This is a statement about repeated data, not about each data set. Here the combined energy, 2.0187 eV, misses the reference 2.0104 eV by 0.0083 eV, while the 900 K run at $\mu=0$ alone happens to miss by 0.0062 eV.

The semi-grand potential is $\Phi=-T\ln Z$, so $\partial\Phi/\partial\mu=-\langle N\rangle$. Equation (\ref{target}) obeys the same relation, because differentiating its $Z_t$ produces its own average of $N$. The estimated B fractions at $\mu=0$, 0.005, 0.010, 0.015 and 0.020 eV are 0.5022, 0.5949, 0.6770, 0.7431 and 0.7934. Simpson's rule with 16 sites gives
\begin{align}
\Delta\Phi&\approx-16\,\frac{0.005}{3}\big[0.5022+4(0.5949+0.7431)\nonumber\\
&\qquad+2(0.6770)+0.7934\big]\ \text{eV}=-0.2134\ \text{eV}.
\end{align}
The direct estimate from the ratio of the two $Z_t$ is also $-0.2134$ eV, or $-0.00784$ hartree, with a spread of 0.0010 eV. Their agreement checks consistency, since both use the same samples. The independent check is the enumerated value, $-0.2136$ eV.

\section{What the estimate cannot repair}

Independent draws were used here. In a Markov chain, correlated samples counted as independent make (\ref{var}) too optimistic when the correlations are positive, and misstate the relative weights of runs with different correlation times. If every run misses a region that matters at the target, (\ref{target}) assigns it no weight, and the formal error may give no sign of the omission, for example when the region is a separate phase. Runs started from different phases can expose such a gap. The complete numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sites 16, V = 0.04 eV per unlike bond, levels 80, occupations 65536
samples per run 2000, repeated data sets 300
run 0: T = 700 K, mu = 0.000 eV, exact <E> = 1.7653 eV, exact x_B = 0.5000
run 1: T = 700 K, mu = 0.020 eV, exact <E> = 1.6565 eV, exact x_B = 0.8689
run 2: T = 900 K, mu = 0.000 eV, exact <E> = 2.2913 eV, exact x_B = 0.5000
run 3: T = 900 K, mu = 0.020 eV, exact <E> = 2.2262 eV, exact x_B = 0.7329
visited lattice levels: 64
largest |d lnL/d lnOmega|: at estimate 8.7e-07, at true Omega 48.9
lnL(estimate) - lnL(true Omega) = 43.59
Omega(4 bonds, N=1)/Omega(pure A): estimate 16.9, exact 16, relative spread 0.098
Omega(16 bonds, N=8)/Omega(pure A): estimate 3376.8, exact 4356, relative spread 0.136
discrete levels, histogram minus sample equations: 1.4e-13
f_k - f_0 (dimensionless): estimate, exact, error formula, observed spread
  k=1: -3.8411 -3.8601 0.0186 0.0188
  k=2: -7.4361 -7.4191 0.0176 0.0171
  k=3: -10.0196 -9.9989 0.0190 0.0196
bin width (eV), occupied bins, largest |f_bin - f_MBAR|
  0.8000    66 3.63e-02
  0.4000   114 7.10e-03
  0.2000   209 2.56e-03
  0.1000   382 1.99e-03
  0.0100  2489 1.37e-04
  0.0001  7819 6.08e-07
Bennett root, runs 0 and 2: -7.4223, exact -7.4191, error 0.0230
disjoint runs 300 K and 1800 K: cold max E 1.120 eV, hot min E 2.290 eV
  root -54.96, exact -49.51, error formula 6243.72
x_B at 800 K: mu (eV), estimate, exact, spread
  0.000 0.5022 0.5000 0.0041
  0.005 0.5949 0.5945 0.0038
  0.010 0.6770 0.6781 0.0033
  0.015 0.7431 0.7452 0.0028
  0.020 0.7934 0.7959 0.0024
target 800 K, mu = 0.010 eV: x_B, <E> (eV), rms error x_B, rms error <E> (eV), effective samples
  run 0 alone: 0.6831 1.9984 0.0070 0.0186 963
  run 1 alone: 0.6548 2.0320 0.0153 0.0249 429
  run 2 alone: 0.6756 2.0166 0.0088 0.0163 833
  run 3 alone: 0.6826 2.0204 0.0094 0.0110 1249
  combined:    0.6770 2.0187 0.0033 0.0048 7137
  exact:       0.6781 2.0104
Phi(mu=0.02 eV) - Phi(mu=0) at 800 K: estimate -0.21338 eV, exact -0.21362 eV, spread 0.00101 eV
  estimate in atomic units: -0.007841 hartree
largest deviation from exact, in units of the spread: 1.87
\end{verbatim}
